# Why a Film Crack Can Stop Short of a Stiffer Substrate: verification in Python

```python
"""
Result under test: a crack in a film (medium 1) running normal to a perfectly
bonded substrate (medium 2) has energy release rate
    G ~ C (sigma^2 h / Ebar1) (l/h)^(2 lam - 1)   as the ligament l -> 0,
with lam the root in (0,1) of
    2 cos(pi lam) - p (4 lam^2 - 1) - q = 0,
    p = (1-m)/(k1+m), q = (m k2-k1)/(1+m k2), m = mu1/mu2, k = 3-4 nu.
lam > 1/2 (so G -> 0) exactly when mu2/k2 > mu1/k1.
h film thickness, sigma misfit stress, Ebar = E/(1-nu^2), mu shear modulus,
nu Poisson ratio. Finite elements use h = sigma = Ebar1 = 1, so that computed
G is in units of sigma^2 h / Ebar1. Plane strain, isotropic elasticity.
"""
import numpy as np
from scipy.constants import giga, mega, micro, nano
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu


def kappa(nu):
    return 3 - 4 * nu


def characteristic(lam, k1, k2, m):
    p = (1 - m) / (k1 + m)
    q = (m * k2 - k1) / (1 + m * k2)
    return 2 * np.cos(np.pi * lam) - p * (4 * lam**2 - 1) - q


def exponent(nu1, nu2, mu_ratio):
    """Root lam; mu_ratio = mu2/mu1."""
    args = (kappa(nu1), kappa(nu2), 1 / mu_ratio)
    return brentq(characteristic, 1e-9, 1 - 1e-9, args=args, xtol=1e-13)


def boundary_determinant(lam, k1, k2, m):
    """Boundary conditions of a touching crack, from complex potentials."""
    def traction(a, b, t):
        return (lam * a * np.exp(1j * (lam - 1) * t)
                + np.conj(a) * np.exp(-1j * (lam - 1) * t)
                + b * np.exp(1j * (lam + 1) * t))

    def displacement(a, b, t, k):
        return (k * a * np.exp(1j * (lam - 1) * t)
                - lam * np.conj(a) * np.exp(1j * (1 - lam) * t)
                - np.conj(b) * np.exp(-1j * (lam + 1) * t))

    columns = []
    for a1, b1, a2, b2 in [(1, 0, 0, 0), (1j, 0, 0, 0), (0, 1, 0, 0),
                           (0, 1j, 0, 0), (0, 0, 1, 0), (0, 0, 0, 1)]:
        z = [traction(a1, b1, np.pi),
             traction(a1, b1, np.pi / 2) - traction(a2, b2, np.pi / 2),
             displacement(a1, b1, np.pi / 2, k1)
             - m * displacement(a2, b2, np.pi / 2, k2)]
        columns.append([part for w in z for part in (w.real, w.imag)])
    return np.linalg.det(np.array(columns).T)


# Quadratic shape functions on a unit interval: mass, stiffness, mixed.
MASS = np.array([[4, 2, -1], [2, 16, 2], [-1, 2, 4]]) / 30
STIFF = np.array([[7, -8, 1], [-8, 16, -8], [1, -8, 7]]) / 3
MIXED = np.array([[-3, -4, 1], [4, 0, -4], [-1, 4, 3]]) / 6
EDGE = np.array([1, 4, 1]) / 6


def graded(first, length, growth):
    n = int(np.ceil(np.log(1 + length * (growth - 1) / first)
                    / np.log(growth)))
    sizes = first * growth ** np.arange(max(n, 1))
    return sizes * length / sizes.sum()


def element_matrices(mu, nu):
    """Parts scaling as hy/hx, hx/hy and 1 for a rectangular element."""
    c12 = 2 * mu * nu / (1 - 2 * nu)
    c11 = c12 + 2 * mu
    xx, yy = np.kron(STIFF, MASS), np.kron(MASS, STIFF)
    cross = c12 * np.kron(MIXED, MIXED.T) + mu * np.kron(MIXED.T, MIXED)
    zero = np.zeros((9, 9))
    return (np.kron(np.diag([c11, mu]), xx), np.kron(np.diag([mu, c11]), yy),
            np.block([[zero, cross], [cross.T, zero]]))


def cracked_film(lig, nu1, nu2, mu_ratio, growth=1.5, tip=1e-3, far=50.0):
    """Half model x>0; returns G, released energy U, face y and opening/2."""
    eps = tip * min(lig, 1 - lig) if lig > 0 else 1e-6
    up = graded(eps, 1 - lig, growth)
    if lig > 0:
        down = graded(eps, lig, growth)
        sub = graded(down[-1], far, growth)
    else:
        down = np.array([])
        sub = graded(eps, far, growth)
    hy_line = np.concatenate([sub[::-1], down[::-1], up])
    hx_line = graded(eps, far, growth)
    nx, ny = len(hx_line), len(hy_line)
    jtip = len(sub) + len(down)
    i, j = [v.ravel() for v in np.meshgrid(np.arange(nx), np.arange(ny),
                                           indexing="ij")]
    hx, hy = hx_line[i], hy_line[j]
    rows_y = 2 * ny + 1
    n_nodes = (2 * nx + 1) * rows_y
    ax, ay = np.repeat(np.arange(3), 3), np.tile(np.arange(3), 3)
    node = (2 * i[:, None] + ax) * rows_y + 2 * j[:, None] + ay
    dof = np.hstack([node, node + n_nodes])
    mu1 = (1 - nu1) / 2                      # makes Ebar1 = 1
    film = element_matrices(mu1, nu1)
    base = element_matrices(mu1 * mu_ratio, nu2)
    medium = (j < len(sub)).astype(int)      # 0 film, 1 substrate
    k_a, k_b, k_c = [np.array([f, b])[medium] for f, b in zip(film, base)]
    ke = ((hy / hx)[:, None, None] * k_a + (hx / hy)[:, None, None] * k_b
          + k_c)
    r = np.repeat(dof, 18, axis=1).ravel()
    c = np.tile(dof, (1, 18)).ravel()
    big = coo_matrix((ke.ravel(), (r, c)), shape=(2 * n_nodes,) * 2).tocsr()
    load = np.zeros(2 * n_nodes)
    for e in range(jtip, ny):
        load[2 * e:2 * e + 3] += hy_line[e] * EDGE
    free = np.ones(2 * n_nodes, bool)
    free[:2 * jtip + 1] = False              # symmetry line ahead of the tip
    free[n_nodes + np.arange(2 * nx + 1) * rows_y] = False   # far bottom
    idx = np.flatnonzero(free)
    lu = splu(big[idx][:, idx].tocsc(), permc_spec="MMD_AT_PLUS_A",
              diag_pivot_thresh=0.0, options=dict(SymmetricMode=True))
    u = np.zeros(2 * n_nodes)
    u[idx] = lu.solve(load[idx])
    energy = load @ u
    lines = np.concatenate([[0], np.cumsum(up)]) + lig
    face_y = np.empty(2 * len(up) + 1)
    face_y[0::2] = lines
    face_y[1::2] = (lines[1:] + lines[:-1]) / 2
    face_u = u[2 * jtip:rows_y]
    if lig == 0:
        return np.nan, energy, face_y, face_u
    # G: derivative of potential energy when the tip moves with the mesh
    y = np.concatenate([[0], np.cumsum(hy_line)]) - sub.sum()
    shift = np.where(np.arange(ny + 1) <= jtip,
                     np.clip(y / (0.5 * lig), 0, 1),
                     np.clip((1 - y) / (0.5 * (1 - lig)), 0, 1))
    stretch = np.diff(shift)
    ue = u[dof]
    e_a = np.einsum("ei,ei->e", ue, np.einsum("eij,ej->ei", k_a, ue))
    e_b = np.einsum("ei,ei->e", ue, np.einsum("eij,ej->ei", k_b, ue))
    slope = np.sum(stretch[j] * 0.5 * (e_a / hx - hx / hy**2 * e_b))
    for e in range(jtip, ny):
        slope -= stretch[e] * (EDGE @ u[2 * e:2 * e + 3])
    return 2 * slope, energy, face_y, face_u


# ---- characteristic equation against the boundary determinant -------------
rng = np.random.default_rng(3)
worst = 0.0
n_pairs = 40
for _ in range(n_pairs):
    n1, n2 = rng.uniform(0.1, 0.45, 2)
    ratio = 10 ** rng.uniform(-1, 1)
    args = (kappa(n1), kappa(n2), 1 / ratio)
    lam_det = brentq(boundary_determinant, 0.02, 0.98, args=args, xtol=1e-13)
    worst = max(worst, abs(lam_det - exponent(n1, n2, ratio)))
    assert (lam_det > 0.5) == (ratio / kappa(n2) > 1 / kappa(n1))
    s = np.linspace(0, 1, 1500)
    path = np.concatenate([s - 3j, 1 + 1j * (6 * s - 3), 1 - s + 3j,
                           1j * (3 - 6 * s)])
    phase = np.unwrap(np.angle(characteristic(path, *args)))
    assert round((phase[-1] - phase[0]) / (2 * np.pi)) == 1
assert worst < 1e-8

# ---- finite elements against the edge crack in a uniform half-plane -------
g_uniform = cracked_film(0.5, 0.25, 0.25, 1.0)[0]
g_edge = 1.1215**2 * np.pi * 0.5
assert abs(g_uniform / g_edge - 1) < 0.005

# ---- example: rough values, organosilicate glass on silicon ---------------
E1, nu1, E2, nu2 = 10 * giga, 0.25, 160 * giga, 0.22
h, sigma, toughness = 6 * micro, 60 * mega, 2.0


def shear_ratio(e_sub, nu_sub):
    return e_sub / (1 + nu_sub) * (1 + nu1) / E1


ratio = shear_ratio(E2, nu2)
Ebar1 = E1 / (1 - nu1**2)
G0 = sigma**2 * h / Ebar1
lam = exponent(nu1, nu2, ratio)
power = 2 * lam - 1

ligs = np.array([1e-4, 1e-3, 0.01, 0.03, 0.1, 0.2, 0.3, 0.4, 0.5, 0.6, 0.7,
                 0.8, 0.9, 0.95])
runs = [cracked_film(x, nu1, nu2, ratio) for x in ligs]
g_fem = np.array([r[0] for r in runs])
u_fem = np.array([r[1] for r in runs])
smooth = CubicSpline(np.log(ligs), g_fem / (ligs**power * (1 - ligs)))


def g_of(x):
    t = np.clip(np.log(x), np.log(ligs[0]), np.log(ligs[-1]))
    return smooth(t) * x**power * (1 - x)


def integral_g(lo, hi):
    return quad(lambda t: g_of(np.exp(t)) * np.exp(t), np.log(max(lo, 1e-9)),
                np.log(hi), limit=200)[0]


slope_g = np.log(g_fem[1] / g_fem[0]) / np.log(ligs[1] / ligs[0])
assert abs(slope_g - power) < 0.01
assert g_fem[0] < g_fem[1] < g_fem[2] < g_fem[3]

_, u_touch, face_y, face_u = cracked_film(0.0, nu1, nu2, ratio)
pick = (face_y > 1e-4) & (face_y < 1e-3)
slope_open = np.polyfit(np.log(face_y[pick]), np.log(face_u[pick]), 1)[0]
assert abs(slope_open - lam) < 0.005

half = int(np.flatnonzero(ligs == 0.5)[0])
from_energy = u_touch - u_fem[half]
from_rate = integral_g(0, 0.5)
assert abs(from_rate / from_energy - 1) < 0.005

tenth = int(np.flatnonzero(ligs == 0.1)[0])
g_fine = cracked_film(0.1, nu1, nu2, ratio, growth=1.3, tip=3e-4)[0]
g_wide = cracked_film(0.1, nu1, nu2, ratio, far=100.0)[0]
mesh_shift = g_fine / g_fem[tenth] - 1
size_shift = g_wide / g_fem[tenth] - 1
assert abs(mesh_shift) < 0.005 and abs(size_shift) < 0.005

# ---- substrate with larger E, mu and Ebar for which G nevertheless grows --
c_nu1, c_nu2, c_mu = 0.45, 0.10, 1.9
c_young = c_mu * (1 + c_nu2) / (1 + c_nu1)
c_ebar = c_mu * (1 - c_nu1) / (1 - c_nu2)
assert min(c_mu, c_young, c_ebar) > 1
c_power = 2 * exponent(c_nu1, c_nu2, c_mu) - 1
c_g = [cracked_film(x, c_nu1, c_nu2, c_mu)[0] for x in (1e-4, 1e-3)]
c_slope = np.log(c_g[1] / c_g[0]) / np.log(10)
assert c_slope < -0.01 and abs(c_slope - c_power) < 0.005

# ---- start and arrest of the crack ----------------------------------------
grid = np.linspace(0.02, 0.95, 1861)
l_peak = grid[np.argmax(g_of(grid))]
need = toughness / G0


def arrest(required):
    return brentq(lambda x: g_of(x) - required, 1e-8, l_peak)


l_start = brentq(lambda x: g_of(x) - need, l_peak, 0.999)
l_stop = arrest(need)
g_check = cracked_film(l_stop, nu1, nu2, ratio)[0]
assert abs(g_check / need - 1) < 0.005
assert g_of(0.9 * l_stop) < need < g_of(1.1 * l_stop)

# ---- sizes of neglected effects -------------------------------------------
surplus = integral_g(l_stop, l_start) - need * (l_start - l_stop)
deficit = need * l_stop - integral_g(0, l_stop)
l_moist = arrest(need / 2)
strength = E1 / 10
zone = np.pi / 8 * Ebar1 * toughness / strength**2
sigma_zone = np.sqrt(toughness * Ebar1 / (h * g_of(zone / h)))
soft_si = 2 * exponent(nu1, nu2, shear_ratio(130 * giga, nu2)) - 1
hard_si = 2 * exponent(nu1, nu2, shear_ratio(188 * giga, nu2)) - 1
weak = 2 * exponent(nu1, nu1, 1.5) - 1

um = 1 / micro
print(f"film E1 = {E1/giga:.0f} GPa, nu1 = {nu1}, kappa1 = {kappa(nu1):.2f}")
print(f"substrate E2 = {E2/giga:.0f} GPa, nu2 = {nu2}, "
      f"kappa2 = {kappa(nu2):.2f}")
print(f"h = {h*um:.1f} um, sigma = {sigma/mega:.0f} MPa, "
      f"toughness = {toughness:.1f} J/m^2")
print(f"mu2/mu1 = {ratio:.3f}, m = mu1/mu2 = {1/ratio:.5f}")
m = 1 / ratio
print(f"p = {(1-m)/(kappa(nu1)+m):.4f}, "
      f"q = {(m*kappa(nu2)-kappa(nu1))/(1+m*kappa(nu2)):.4f}")
print(f"lambda = {lam:.5f}, exponent of G = {power:.5f}")
print(f"Ebar1 = {Ebar1/giga:.3f} GPa, sigma^2 h/Ebar1 = {G0:.4f} J/m^2")
print(f"determinant test: {n_pairs} pairs, largest lambda gap {worst:.1e}")
print(f"uniform half-plane, a/h=0.5: G = {g_uniform:.4f}, "
      f"edge-crack value {g_edge:.4f} (sigma^2 h/Ebar1)")
print("l/h, G/(sigma^2 h/Ebar1), G in J/m^2, G/(G0 (l/h)^exponent):")
for x, g in zip(ligs, g_fem):
    print(f"  {x:.4f}  {g:.4f}  {g*G0:.4f}  {g/x**power:.4f}")
print(f"slope of ln G, l/h 1e-4 to 1e-3: {slope_g:.4f}")
print(f"slope of ln opening, touching crack: {slope_open:.4f}")
print(f"energy released, last half of film: from U {from_energy:.4f}, "
      f"from G {from_rate:.4f} (sigma^2 h^2/Ebar1)")
print(f"shift of G at l/h=0.1: finer mesh {100*mesh_shift:.3f} %, "
      f"wider domain {100*size_shift:.3f} %")
print(f"peak G = {g_of(l_peak)*G0:.3f} J/m^2 at l/h = {l_peak:.3f}")
print(f"toughness/(sigma^2 h/Ebar1) = {need:.4f}")
print(f"starting flaw depth = {(1-l_start)*h*um:.3f} um")
print(f"arrest ligament = {l_stop*h*um:.4f} um, l/h = {l_stop:.4f}")
print(f"direct G at arrest ligament = {g_check*G0:.4f} J/m^2")
print(f"counterexample nu1 = {c_nu1}, nu2 = {c_nu2}; ratios 2/1: "
      f"mu {c_mu:.2f}, E {c_young:.3f}, Ebar {c_ebar:.3f}")
print(f"  (mu2/kappa2)/(mu1/kappa1) = "
      f"{c_mu*kappa(c_nu1)/kappa(c_nu2):.3f}")
print(f"  exponent of G: root {c_power:.4f}, finite elements {c_slope:.4f}")
print(f"kinetic: surplus before arrest point {surplus*G0*h*um:.3f} uJ/m, "
      f"deficit to interface {deficit*G0*h*um:.3f} uJ/m")
print(f"  surplus/deficit = {surplus/deficit:.3f}")
print(f"toughness halved by moisture: ligament {l_moist*h*um:.4f} um")
print(f"process zone at strength E1/10 = {strength/giga:.1f} GPa: "
      f"{zone/nano:.2f} nm")
print(f"stress at which arrest ligament = process zone: "
      f"{sigma_zone/mega:.1f} MPa")
print(f"exponent for E2 = 130 and 188 GPa: {soft_si:.4f}, {hard_si:.4f}")
print(f"steady debonding drive sigma^2 h/(2 Ebar1) = {G0/2:.4f} J/m^2")
print(f"substrate 1.5 times stiffer, equal nu: exponent {weak:.4f}")
print(f"  factor in l that halves G: {2**(1/weak):.3g}; "
      f"in the example: {2**(1/power):.3g}")
print("all assertions hold")
```

It prints:

```
film E1 = 10 GPa, nu1 = 0.25, kappa1 = 2.00
substrate E2 = 160 GPa, nu2 = 0.22, kappa2 = 2.12
h = 6.0 um, sigma = 60 MPa, toughness = 2.0 J/m^2
mu2/mu1 = 16.393, m = mu1/mu2 = 0.06100
p = 0.4556, q = -1.6565
lambda = 0.70572, exponent of G = 0.41143
Ebar1 = 10.667 GPa, sigma^2 h/Ebar1 = 2.0250 J/m^2
determinant test: 40 pairs, largest lambda gap 2.4e-14
uniform half-plane, a/h=0.5: G = 1.9758, edge-crack value 1.9757 (sigma^2 h/Ebar1)
l/h, G/(sigma^2 h/Ebar1), G in J/m^2, G/(G0 (l/h)^exponent):
  0.0001  0.0821  0.1662  3.6294
  0.0010  0.2124  0.4302  3.6435
  0.0100  0.5480  1.1097  3.6444
  0.0300  0.8510  1.7232  3.6015
  0.1000  1.3080  2.6487  3.3732
  0.2000  1.5518  3.1424  3.0089
  0.3000  1.6098  3.2598  2.6418
  0.4000  1.5629  3.1649  2.2786
  0.5000  1.4421  2.9202  1.9180
  0.6000  1.2606  2.5527  1.5555
  0.7000  1.0234  2.0724  1.1852
  0.8000  0.7313  1.4808  0.8016
  0.9000  0.3858  0.7813  0.4029
  0.9500  0.1962  0.3973  0.2004
slope of ln G, l/h 1e-4 to 1e-3: 0.4131
slope of ln opening, touching crack: 0.7058
energy released, last half of film: from U 0.7110, from G 0.7109 (sigma^2 h^2/Ebar1)
shift of G at l/h=0.1: finer mesh 0.014 %, wider domain -0.003 %
peak G = 3.260 J/m^2 at l/h = 0.298
toughness/(sigma^2 h/Ebar1) = 0.9877
starting flaw depth = 1.720 um
arrest ligament = 0.2658 um, l/h = 0.0443
direct G at arrest ligament = 2.0000 J/m^2
counterexample nu1 = 0.45, nu2 = 0.1; ratios 2/1: mu 1.90, E 1.441, Ebar 1.161
  (mu2/kappa2)/(mu1/kappa1) = 0.877
  exponent of G: root -0.0193, finite elements -0.0198
kinetic: surplus before arrest point 3.431 uJ/m, deficit to interface 0.150 uJ/m
  surplus/deficit = 22.888
toughness halved by moisture: ligament 0.0465 um
process zone at strength E1/10 = 1.0 GPa: 8.38 nm
stress at which arrest ligament = process zone: 120.8 MPa
exponent for E2 = 130 and 188 GPa: 0.3959, 0.4219
steady debonding drive sigma^2 h/(2 Ebar1) = 1.0125 J/m^2
substrate 1.5 times stiffer, equal nu: exponent 0.0842
  factor in l that halves G: 3.76e+03; in the example: 5.39
all assertions hold
```
